**Fixed-node energies and the Jastrow factor: numerical tests**

The program tests that multiplying an antisymmetric function $D$ by a positive factor $e^J$ leaves the fixed-node DMC energy unchanged for a local Hamiltonian at zero time step. Model A is the relative motion of a triplet pair in a two-dimensional trap, with a determinant turned by `tilt`; `strength` and `b` define $J$. The program asserts that DMC runs with and without $J$ agree with a trial-free half-plane diagonalisation, within five error bars plus an allowance of 0.003 hartree for finite time step and population. The output gives 2.7904 and 2.7906 hartree, against 2.7897 from diagonalisation, while the variance of the local energy falls from 0.130 to 0.035 hartree². Model B is a singlet pair on a sphere with trial function $1+cr_{12}$, where $c=1$ satisfies the cusp condition. There the program asserts the leading law for the branching time-step bias, the second-order scaling of the localisation error, and that $c=1$ reduces both errors while $c=-0.3$ increases them. When the determinant is relaxed the node moves and the fixed-node energy falls; in this example relaxation with $J$ ends 0.0004 hartree above relaxation without it.

## Verification by program

```python
"""
Result under test: multiplying an antisymmetric function D by a positive factor
exp(J) leaves the fixed-node DMC energy unchanged (local Hamiltonian, zero time
step), while the variance, the branching time-step error and the pseudopotential
localisation error do depend on J, for better or for worse.

Model A, triplet pair in a 2D trap, relative motion (hartree atomic units):
  H = -Laplacian + (wx^2 x^2 + wy^2 y^2)/4 + 1/r
  D = u exp(-(wx u^2 + wy v^2)/4), (u, v) = axes turned by the angle tilt
  J = strength * r / (1 + b r); strength 1/3 is the triplet cusp value in 2D.
Model B, singlet pair on a sphere of radius R, s = r12/(2R) in [0, 1]:
  trial function 1 + c r12; the singlet cusp value is c = 1.
E_L = (H Psi)/Psi is the local energy, tau the time step.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import eval_jacobi

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def gauss(n, low, high):
    x, w = leg.leggauss(n)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


# ---------------- Model A: trial-free solution with a given node -------------
wx, wy = 1.0, 1.3
tilt = np.radians(20.0)
r_max, n_rad = 10.0, 24
rad, w_rad = gauss(80, 0.0, r_max)
x_leg = 2 * rad / r_max - 1
poly = leg.legvander(x_leg, n_rad - 1).T
dpoly = leg.legval(x_leg, leg.legder(np.eye(n_rad))) * 2 / r_max
envelope = rad * (1 - rad / r_max)
fun = envelope * poly
dfun = (1 - 2 * rad / r_max) * poly + envelope * dpoly
ortho = np.linalg.inv(np.linalg.cholesky((fun * w_rad * rad) @ fun.T))
fun, dfun = ortho @ fun, ortho @ dfun
rad_kin = (dfun * w_rad * rad) @ dfun.T
rad_cent = (fun * w_rad / rad) @ fun.T
rad_quad = (fun * w_rad * rad**3) @ fun.T
rad_coul = (fun * w_rad) @ fun.T


def trap_ground(m, cos2, repulsion=1.0):
    """Lowest energy for angular functions of order m; cos2 = <cos 2phi>."""
    mean = (wx**2 + wy**2) / 2
    diff = (wx**2 - wy**2) / 2
    radial = rad_kin + mean / 4 * rad_quad + repulsion * rad_coul
    ham = np.kron(np.eye(len(m)), radial)
    ham += np.kron(np.diag(np.asarray(m, float)**2), rad_cent)
    ham += diff / 4 * np.kron(cos2, rad_quad)
    return eigh(ham, eigvals_only=True, subset_by_index=[0, 0])[0]


chi, w_chi = gauss(60, 0.0, np.pi)


def fixed_node_energy(alpha, m_max=12):
    """Straight node through the origin whose normal makes angle alpha with x."""
    m = np.arange(1, m_max + 1)
    ang = np.sqrt(2 / np.pi) * np.sin(np.outer(m, chi))
    cos2phi = np.cos(2 * (alpha + np.pi / 2 - chi))
    return trap_ground(m, (ang * w_chi * cos2phi) @ ang.T)


phi_grid = 2 * np.pi * np.arange(64) / 64
odd = np.arange(1, 12, 2)
ang_full = np.vstack([np.cos(np.outer(odd, phi_grid)),
                      np.sin(np.outer(odd, phi_grid))]) / np.sqrt(np.pi)
cos2_full = (ang_full * np.cos(2 * phi_grid)) @ ang_full.T * 2 * np.pi / 64
m_full = np.concatenate([odd, odd])
e_free = trap_ground(m_full, cos2_full, repulsion=0.0)
assert abs(e_free - (1.5 * wx + 0.5 * wy)) < 1e-7
e_exact = trap_ground(m_full, cos2_full)
e_fn = fixed_node_energy(tilt)
assert abs(fixed_node_energy(0.0) - e_exact) < 1e-6
assert abs(fixed_node_energy(tilt, 9) - e_fn) < 1e-4
assert e_fn > e_exact + 0.01


# ---------------- Model A: trial functions, VMC by quadrature ----------------
def trap_potential(u, v):
    x = u * np.cos(tilt) - v * np.sin(tilt)
    y = u * np.sin(tilt) + v * np.cos(tilt)
    return (wx**2 * x * x + wy**2 * y * y) / 4 + 1 / np.hypot(u, v)


def trial(u, v, strength, b):
    """ln|Psi|, the two components of grad ln|Psi|, and the local energy."""
    r = np.hypot(u, v)
    q = 1 + b * r
    j_over_r = strength / (q * q * r)
    p = -wx / 2 + j_over_r
    g = -wy / 2 + j_over_r
    lap = (-(wx + wy) / 2 + j_over_r - 2 * strength * b / q**3
           + 2 * p + u * u * p * p + v * v * g * g)
    log_psi = np.log(np.abs(u)) - (wx * u * u + wy * v * v) / 4 + strength * r / q
    return log_psi, 1 / u + u * p, v * g, trap_potential(u, v) - lap


grid_u = np.outer(rad, np.sin(chi))
grid_v = np.outer(rad, np.cos(chi))
grid_w = np.outer(rad * w_rad, w_chi)


def vmc(strength, b):
    log_psi, _, _, e_loc = trial(grid_u, grid_v, strength, b)
    dens = grid_w * np.exp(2 * log_psi)
    dens /= dens.sum()
    mean = np.sum(dens * e_loc)
    return mean, np.sum(dens * (e_loc - mean)**2)


def orbital_matrices(strength, b):
    """H and S between u*G and v*G from gradients, G = nodeless part of Psi."""
    log_psi, gu, gv, _ = trial(grid_u, grid_v, strength, b)
    dens = grid_w * np.exp(2 * log_psi) / grid_u**2
    lu = gu - 1 / grid_u
    val = [grid_u, grid_v]
    grad = [(1 + grid_u * lu, grid_u * gv), (grid_v * lu, 1 + grid_v * gv)]
    pot = trap_potential(grid_u, grid_v)
    ham, over = np.zeros((2, 2)), np.zeros((2, 2))
    for i in range(2):
        for j in range(2):
            over[i, j] = np.sum(dens * val[i] * val[j])
            ham[i, j] = np.sum(dens * (grad[i][0] * grad[j][0]
                                       + grad[i][1] * grad[j][1]
                                       + pot * val[i] * val[j]))
    return ham, over


def relaxed_node_angle(strength, b):
    _, vec = eigh(*orbital_matrices(strength, b))
    return tilt + np.arctan(vec[1, 0] / vec[0, 0])


cusp = 1 / 3
b_opt = minimize_scalar(lambda b: vmc(cusp, b)[0], bounds=(0.05, 3.0),
                        method="bounded").x
e_none, var_none = vmc(0.0, b_opt)
e_jas, var_jas = vmc(cusp, b_opt)
e_bad, var_bad = vmc(-cusp, b_opt)

# local energy against finite differences, and mean energy against gradients
u0, v0, h = 0.7, -0.4, 1e-3


def psi_value(u, v):
    return np.sign(u) * np.exp(trial(u, v, cusp, b_opt)[0])


lap_fd = (psi_value(u0 + h, v0) + psi_value(u0 - h, v0) + psi_value(u0, v0 + h)
          + psi_value(u0, v0 - h) - 4 * psi_value(u0, v0)) / h**2
e_fd = -lap_fd / psi_value(u0, v0) + trap_potential(u0, v0)
assert abs(e_fd - trial(u0, v0, cusp, b_opt)[3]) < 1e-4
ham_j, over_j = orbital_matrices(cusp, b_opt)
assert abs(ham_j[0, 0] / over_j[0, 0] - e_jas) < 1e-6
# triplet cusp: r * E_L tends to 0 with the cusp and to 1 without it
r_small = 1e-5
near = (r_small * np.sin(1.0), r_small * np.cos(1.0))
assert abs(r_small * trial(*near, cusp, b_opt)[3]) < 1e-3
assert abs(r_small * trial(*near, 0.0, b_opt)[3] - 1) < 1e-3
assert e_fn < e_jas < e_none and e_fn < e_bad
assert var_jas < 0.5 * var_none and var_bad > var_none

# determinant relaxed without and with the Jastrow factor: the node moves
angle_none = relaxed_node_angle(0.0, b_opt)
angle_jas = relaxed_node_angle(cusp, b_opt)
e_fn_none = fixed_node_energy(angle_none)
e_fn_jas = fixed_node_energy(angle_jas)
assert e_fn_jas < e_fn - 0.005 and e_fn_none < e_fn - 0.005
assert min(e_fn_jas, e_fn_none) > e_exact - 1e-6


# ---------------- Model A: real diffusion Monte Carlo ------------------------
def run_dmc(strength, b, tau, walkers, steps, skip, seed):
    rng = np.random.default_rng(seed)

    def state(u, v):
        log_psi, gu, gv, e_loc = trial(u, v, strength, b)
        speed2 = 4 * (gu * gu + gv * gv)
        limit = 4 / (1 + np.sqrt(1 + speed2 * tau))  # averaged drift near node
        return np.array([u, v, log_psi, limit * gu, limit * gv, e_loc])

    old = state(np.abs(rng.normal(size=walkers)) + 0.1, rng.normal(size=walkers))
    e_ref = np.mean(old[5])
    record = np.empty(steps)
    for step in range(steps):
        kick = np.sqrt(2 * tau) * rng.normal(size=(2, walkers))
        new = state(*(old[:2] + tau * old[3:5] + kick))
        back = old[:2] - new[:2] - tau * new[3:5]
        log_acc = (2 * (new[2] - old[2])
                   + (np.sum(kick**2, axis=0) - np.sum(back**2, axis=0)) / (4 * tau))
        accept = (new[0] > 0) & (np.log(1 - rng.random(walkers)) < log_acc)
        new = np.where(accept, new, old)
        weight = np.exp(-tau * ((old[5] + new[5]) / 2 - e_ref))
        total = weight.sum()
        record[step] = np.dot(weight, new[5]) / total
        comb = (np.arange(walkers) + rng.random()) / walkers
        pick = np.searchsorted(np.cumsum(weight) / total, comb)
        old = new[:, np.minimum(pick, walkers - 1)]
        if step < skip:
            e_ref = 0.95 * e_ref + 0.05 * record[step]
    blocks = record[skip:].reshape(20, -1).mean(axis=1)
    return blocks.mean(), blocks.std(ddof=1) / np.sqrt(20)


tau_dmc, n_walk, n_step, n_skip = 0.02, 3000, 4400, 400
dmc_none, err_none = run_dmc(0.0, b_opt, tau_dmc, n_walk, n_step, n_skip, 11)
dmc_jas, err_jas = run_dmc(cusp, b_opt, tau_dmc, n_walk, n_step, n_skip, 12)
# 0.003 hartree allows for the finite time step and finite population
assert abs(dmc_none - e_fn) < 5 * err_none + 0.003
assert abs(dmc_jas - e_fn) < 5 * err_jas + 0.003

# ---------------- Model B: pair on a sphere ----------------------------------
n_bas = 24
s, w_s = gauss(300, 0.0, 1.0)
w_s = 2 * s * w_s                      # average over the sphere
basis = np.array([eval_jacobi(k, 0, 1, 2 * s - 1) for k in range(n_bas)])
slope = np.array([np.zeros_like(s)] + [(k + 2) * eval_jacobi(k - 1, 1, 2, 2 * s - 1)
                                       for k in range(1, n_bas)])
norm = np.sqrt((basis**2) @ w_s)[:, None]
basis, slope = basis / norm, slope / norm


def multiply(f):
    return (basis * (w_s * f)) @ basis.T


def sphere_kinetic(radius):
    return (slope * (w_s * (1 - s**2) / 4)) @ slope.T / radius**2


r_special = np.sqrt(3) / 2
ham_special = sphere_kinetic(r_special) + multiply(1 / (2 * r_special * s))
e_special, vec_special = np.linalg.eigh(ham_special)
shape = vec_special[:, 0] @ basis / (1 + 2 * r_special * s)
assert abs(e_special[0] - 1) < 1e-8
assert np.ptp(shape) / abs(shape.mean()) < 1e-6

R = 1.0
r12 = 2 * R * s
kinetic = sphere_kinetic(R)
ham = kinetic + multiply(1 / r12)
e_all, vec_all = np.linalg.eigh(ham)
e_sphere = e_all[0]
density = (vec_all[:, 0] @ basis)**2


def split_parts(c):
    """Drift-diffusion generator H - E_L and local energy for 1 + c r12."""
    v_minus_el = -c * (3 * r12 / (4 * R**2) - 1 / r12) / (1 + c * r12)
    generator = kinetic + multiply(v_minus_el)
    coeff = basis @ (w_s * (1 + c * r12))
    assert np.linalg.norm(generator @ coeff) < 1e-7   # it annihilates Psi
    return generator, 1 / r12 - v_minus_el


def time_step_bias(c, tau):
    generator, e_loc = split_parts(c)
    k, vec = np.linalg.eigh(generator)
    half = (vec * np.exp(-tau * k / 2)) @ vec.T
    kernel = half @ multiply(np.exp(-tau * e_loc)) @ half
    return -np.log(np.linalg.eigvalsh(kernel)[-1]) / tau - e_sphere


cases = {"no Jastrow": 0.0, "cusp Jastrow": 1.0, "wrong sign": -0.3}
bias = {name: (time_step_bias(c, 0.1), time_step_bias(c, 0.05))
        for name, c in cases.items()}
ratio = {name: pair[0] / pair[1] for name, pair in bias.items()}
assert abs(bias["cusp Jastrow"][0]) < 0.05 * abs(bias["no Jastrow"][0])
assert abs(bias["wrong sign"][0]) > abs(bias["no Jastrow"][0])
assert 3.3 < ratio["cusp Jastrow"] < 4.1
assert 1.3 < ratio["no Jastrow"] < 2.3
# leading law, with the gradient of E_L obtained by numerical differentiation
e_loc_cusp = split_parts(1.0)[1]
grad_el = np.gradient(e_loc_cusp, r12, edge_order=2)
grad2 = np.sum(w_s * density * grad_el**2 * (1 - s**2))
tau_small = 0.02
law = -tau_small**2 / 12 * grad2
bias_small = time_step_bias(1.0, tau_small)
assert abs(bias_small / law - 1) < 0.06

# second moment of E_L = 1/r12 without cusp grows as a logarithm of the cutoff
moments = []
for cut in (1e-2, 1e-4):
    value = quad(lambda t: 2 * t / (2 * R * t)**2, cut, 1, limit=200)[0]
    assert abs(value - np.log(1 / cut) / (2 * R**2)) < 1e-6
    moments.append(value)
dens_cusp = w_s * (1 + r12)**2
dens_cusp /= dens_cusp.sum()
mean_cusp = np.sum(dens_cusp * e_loc_cusp)
var_cusp = np.sum(dens_cusp * (e_loc_cusp - mean_cusp)**2)

# semilocal pseudopotential: strength W on the s channel of each electron
W = -0.25
s_channel = basis @ w_s
ham_nl = ham + 2 * W * np.outer(s_channel, s_channel)
e_nl_all, vec_nl = np.linalg.eigh(ham_nl)
e_nl = e_nl_all[0]
exact = vec_nl[:, 0] @ basis
exact *= np.sign(exact.sum())
assert exact.min() > 0


def localisation_error(psi):
    local = 2 * W * np.sum(w_s * psi) / psi
    error = np.linalg.eigvalsh(ham + multiply(local))[0] - e_nl
    bound = 2 * W * (np.sum(w_s * psi) * np.sum(w_s * exact**2 / psi)
                     - np.sum(w_s * exact)**2)
    assert error <= bound + 1e-9 and bound <= 1e-9
    return error


loc = {name: localisation_error(1 + c * r12) for name, c in cases.items()}
assert abs(loc["cusp Jastrow"]) < 0.3 * abs(loc["no Jastrow"])
assert abs(loc["wrong sign"]) > abs(loc["no Jastrow"])
unit_exact = exact / np.sum(w_s * exact)
mixed = [localisation_error(unit_exact + eps * (1 - unit_exact))
         for eps in (0.1, 0.05)]
order_ratio = mixed[0] / mixed[1]
assert 3.7 < order_ratio < 4.3

# ---------------- printed results --------------------------------------------
print("MODEL A: triplet pair in a 2D trap, relative motion")
print(f"trap frequencies wx, wy: {wx:.2f}, {wy:.2f} hartree")
print(f"tilt of the determinant: {np.degrees(tilt):.1f} degrees")
print(f"Jastrow strength: {cusp:.4f} (no unit); b: {b_opt:.4f} 1/bohr")
print(f"exact relative energy: {e_exact:.5f} hartree")
print(f"fixed-node energy, tilted node: {e_fn:.5f} hartree")
print(f"fixed-node error: {e_fn - e_exact:.5f} hartree"
      f" = {(e_fn - e_exact) * HARTREE_EV:.3f} eV")
print(f"VMC energy, no Jastrow: {e_none:.5f} hartree")
print(f"VMC energy, cusp Jastrow: {e_jas:.5f} hartree")
print(f"VMC energy, wrong-sign Jastrow: {e_bad:.5f} hartree")
print(f"variance of E_L, no Jastrow: {var_none:.5f} hartree^2")
print(f"variance of E_L, cusp Jastrow: {var_jas:.5f} hartree^2")
print(f"variance of E_L, wrong-sign Jastrow: {var_bad:.5f} hartree^2")
print(f"DMC time step: {tau_dmc} 1/hartree; walkers: {n_walk}")
print(f"DMC steps: {n_step}, of which discarded: {n_skip}")
print(f"DMC energy, no Jastrow: {dmc_none:.5f} +- {err_none:.5f} hartree")
print(f"DMC energy, cusp Jastrow: {dmc_jas:.5f} +- {err_jas:.5f} hartree")
print(f"node angle relaxed without J: {np.degrees(angle_none):.3f} degrees")
print(f"node angle relaxed with J: {np.degrees(angle_jas):.3f} degrees")
print(f"fixed-node energy, node relaxed without J: {e_fn_none:.6f} hartree")
print(f"fixed-node energy, node relaxed with J: {e_fn_jas:.6f} hartree")
print("MODEL B: singlet pair on a sphere")
print(f"check at R = {r_special:.5f} bohr: energy {e_special[0]:.8f} hartree")
print(f"radius used below: {R:.1f} bohr; exact energy: {e_sphere:.6f} hartree")
print(f"mean of E_L^2 without J, cutoff s=1e-2: {moments[0]:.4f} hartree^2")
print(f"mean of E_L^2 without J, cutoff s=1e-4: {moments[1]:.4f} hartree^2")
print(f"variance of E_L, cusp Jastrow: {var_cusp:.6f} hartree^2")
for name, c in cases.items():
    print(f"{name}: c = {c:.1f} 1/bohr")
    print(f"  time-step bias, tau=0.10: {bias[name][0]:.3e} hartree")
    print(f"  time-step bias, tau=0.05: {bias[name][1]:.3e} hartree")
    print(f"  ratio of the two biases: {ratio[name]:.3f}")
    print(f"  localisation error: {loc[name]:.3e} hartree")
print(f"mean |grad E_L|^2, cusp Jastrow: {grad2:.4e} hartree^2/bohr^2")
print(f"bias at tau={tau_small}, computed: {bias_small:.4e} hartree")
print(f"bias at tau={tau_small}, leading law: {law:.4e} hartree")
print(f"s-channel strength W: {W:.2f} hartree per electron")
print(f"exact energy with nonlocal potential: {e_nl:.6f} hartree")
print(f"localisation error ratio, trial error halved: {order_ratio:.3f}")
print("all tests passed")
```

Running it gives:

```
MODEL A: triplet pair in a 2D trap, relative motion
trap frequencies wx, wy: 1.00, 1.30 hartree
tilt of the determinant: 20.0 degrees
Jastrow strength: 0.3333 (no unit); b: 0.2957 1/bohr
exact relative energy: 2.76572 hartree
fixed-node energy, tilted node: 2.78967 hartree
fixed-node error: 0.02395 hartree = 0.652 eV
VMC energy, no Jastrow: 2.84153 hartree
VMC energy, cusp Jastrow: 2.81791 hartree
VMC energy, wrong-sign Jastrow: 2.92116 hartree
variance of E_L, no Jastrow: 0.13039 hartree^2
variance of E_L, cusp Jastrow: 0.03548 hartree^2
variance of E_L, wrong-sign Jastrow: 0.55075 hartree^2
DMC time step: 0.02 1/hartree; walkers: 3000
DMC steps: 4400, of which discarded: 400
DMC energy, no Jastrow: 2.79060 +- 0.00100 hartree
DMC energy, cusp Jastrow: 2.79043 +- 0.00104 hartree
node angle relaxed without J: -0.066 degrees
node angle relaxed with J: -2.725 degrees
fixed-node energy, node relaxed without J: 2.765722 hartree
fixed-node energy, node relaxed with J: 2.766162 hartree
MODEL B: singlet pair on a sphere
check at R = 0.86603 bohr: energy 1.00000000 hartree
radius used below: 1.0 bohr; exact energy: 0.852781 hartree
mean of E_L^2 without J, cutoff s=1e-2: 2.3026 hartree^2
mean of E_L^2 without J, cutoff s=1e-4: 4.6052 hartree^2
variance of E_L, cusp Jastrow: 0.000433 hartree^2
no Jastrow: c = 0.0 1/bohr
  time-step bias, tau=0.10: -6.250e-03 hartree
  time-step bias, tau=0.05: -3.344e-03 hartree
  ratio of the two biases: 1.869
  localisation error: -1.795e-02 hartree
cusp Jastrow: c = 1.0 1/bohr
  time-step bias, tau=0.10: -1.187e-06 hartree
  time-step bias, tau=0.05: -3.021e-07 hartree
  ratio of the two biases: 3.929
  localisation error: -4.337e-04 hartree
wrong sign: c = -0.3 1/bohr
  time-step bias, tau=0.10: -1.040e-02 hartree
  time-step bias, tau=0.05: -5.369e-03 hartree
  ratio of the two biases: 1.938
  localisation error: -9.484e-02 hartree
mean |grad E_L|^2, cusp Jastrow: 1.4759e-03 hartree^2/bohr^2
bias at tau=0.02, computed: -4.8853e-08 hartree
bias at tau=0.02, leading law: -4.9196e-08 hartree
s-channel strength W: -0.25 hartree per electron
exact energy with nonlocal potential: 0.370731 hartree
localisation error ratio, trial error halved: 3.925
all tests passed
```
